Comment on the claim that each ALD cycle adds one monolayer

**The argument under review**

The manuscript estimates the thickness of a film grown by atomic layer deposition (ALD) as follows.

"Each precursor pulse is self-limiting: adsorption stops when the surface can take no more. A surface that can take no more is covered by one layer. Each cycle therefore adds one crystal monolayer, and N cycles give N times the spacing of the crystal planes. If the film is thinner, the pulses were too short."

The first sentence is sound for an ideal process. The second changes the meaning of "layer". What fills the surface during the pulse is a layer of metal atoms still carrying ligands, the molecular groups that came with them. What the thickness estimate needs is a layer of the finished crystal, from which the ligands are gone. The two need not hold the same number of metal atoms per area, and the manuscript gives no reason why they should.

**What has to be counted**

Take a precursor MLz, with one metal atom M and z ligands L, and a surface bearing OH groups. In the first half-cycle a molecule binds by giving up a ligand:

surface–OH + MLz → surface–O–ML(z−1) + HL

The second half-cycle, with water for example, removes the remaining ligands and leaves new OH groups. I assume that this restores the same surface condition after every cycle, so that the growth is steady.

Let q be the number of metal atoms added per area in one cycle, and n the number of metal atoms per volume of finished film. Film of thickness g contains ng metal atoms per area. Setting this equal to q gives the growth per cycle:

g = q/n

Take metal planes that are equally dense and evenly spaced by d. Each accounts for a slab of thickness d, so one plane holds

σ = nd

metal atoms per area. The fraction of a monolayer added per cycle is therefore

f = q/σ = q/(nd) = g/d

The manuscript's claim is f = 1, or q = σ. Self-limitation says that q approaches a fixed value as the pulse is lengthened. It does not say that this value is σ.

A value of g smaller than an atom is no paradox. It is an average over the area: some places receive an atom in a given cycle and others do not.

**Two upper limits on q**

To find what q can be, I use a simple model. Each adsorbed fragment occupies one reactive site, and the sites have density s. Ligand crowding is represented by a hard-disc rule: the centres of two fragments cannot be closer than D. Fragments neither move nor desorb, and the precursor does not decompose.

The first limit is immediate. One fragment per site means q ≤ s. If each fragment consumed p sites, the same count would give pq ≤ s, hence q ≤ s/p, which is stricter.

The second limit comes from packing. Consider N discs of diameter D on a large area A with periodic edges, and add discs until no more fit. This can only raise N, so a bound for the full surface holds for the original one too. Join the centres into Delaunay triangles, whose circumscribed circles contain no other centre in their interior.

Let R be the radius of such a circle. If R were at least D, its midpoint would be at least D from every centre, and another disc would fit there. So R < D. Each side of the triangle is at least D. The smallest angle α lies opposite the shortest side, whose length is 2R sin α, so

sin α ≥ D/(2R) > 1/2

and α > 30°. The largest angle γ is at least 60°, because the three angles add up to 180°. The other two are each at least α, so γ ≤ 180° − 2α < 120°. Between 60° and 120° the sine is at least √3/2. The two sides that meet at γ are each at least D, and hence

triangle area ≥ (1/2) D² (√3/2) = √3 D²/4

A periodic triangulation has two triangles per centre: with V centres, E edges and F triangles, V − E + F = 0 and 3F = 2E, which give F = 2V. The total area then satisfies A ≥ 2N(√3 D²/4), and dividing N by A gives

q = N/A ≤ 2/(√3 D²)

A triangular lattice of spacing D has area √3 D²/2 per disc and reaches this limit. Together,

q ≤ min[s, 2/(√3 D²)]

If either entry is below σ, a full monolayer in one cycle is impossible within this model, however long the pulse. If both exceed σ, these two limits do not exclude a monolayer, but the arrangement of the sites may still do so.

**A lower limit for random sites**

Upper limits do not tell us how much is deposited. For randomly placed sites, tried in random order until each has been tried, a lower limit on the large-area mean also follows.

Suppose a site has m other sites within distance D. If it is tried before all of them, none of them can yet hold a fragment, so it is certain to be filled. Each of the m + 1 sites is equally likely to come first, so this happens with probability 1/(m + 1). For independently scattered sites, m has a Poisson distribution with mean μ = πD²s. The average probability is

Σ e^(−μ) μ^m / [m! (m + 1)]
= (e^(−μ)/μ) Σ μ^(m+1)/(m + 1)!
= (e^(−μ)/μ)(e^μ − 1)
= (1 − e^(−μ))/μ

where m runs from 0 to infinity. The second line uses (m + 1) m! = (m + 1)!, and the third uses the exponential series without its first term. Multiplying by s, and using s/μ = 1/(πD²), gives

q ≥ [1 − exp(−πD²s)]/(πD²)

This is a bound and not an estimate, because a site that is not tried first may still be filled.

The two limiting cases are instructive. For πD²s ≪ 1, expanding the exponential to second order turns the lower bound into s − πD²s²/2. It approaches the upper bound s, so nearly every site is used and the scarcity of sites controls growth. For πD²s ≫ 1 the lower bound tends to 1/(πD²) and the upper one is 2/(√3 D²). Neither contains s: however many sites are added, q stays between these two values, which are set by crowding alone.

**Longer pulses**

The manuscript's last sentence blames short pulses. Let each site be hit T times on average, at random. The chance that a given site has not been hit is e^(−T), so the density of tried sites is s(1 − e^(−T)). These are again randomly placed, and their first hits come in random order. Repeated hits change nothing, since a filled or blocked site remains so until the ligands are removed. Therefore

q(s, T) = q(s[1 − e^(−T)], ∞)

As T grows, q approaches its saturated value q(s, ∞). A short pulse does reduce growth, but lengthening it cannot lift q above that value.

**A numerical case**

Take a model film whose metal atoms form a face-centred cubic lattice with cube edge 0.50 nm, grown on its (100) plane. Let D = 0.60 nm and s = 6.0 nm⁻². These are round model parameters and describe no particular material. With four metal atoms per cube,

n = 4/(0.50 nm)³ = 32 nm⁻³
σ = nd = 32 nm⁻³ × 0.25 nm = 8.0 nm⁻²

The site limit alone gives f ≤ 6.0/8.0 = 0.75. The packing limit is 3.21 nm⁻², so f ≤ 3.21/8.0 = 0.40. The claim f = 1 is already excluded. The lower bound is 0.88 nm⁻², or f ≥ 0.11.

Simulated random adsorption gives the value between these bounds, q = 1.325 nm⁻², with a sampling uncertainty of about 0.003 nm⁻² (the standard error of 0.001 nm⁻² estimated from only six runs is itself rough, so the last digit of q and of g is not fixed). Hence

f = 1.325/8.0 = 0.166
g = 1.325 nm⁻²/(32 nm⁻³) = 0.0414 nm = 0.78 bohr

About six cycles supply one (100) layer's worth of atoms. For 100 cycles the manuscript would predict 25 nm, whereas this model gives 4.1 nm. "One layer's worth" is an amount of material; it does not imply that the layer is closed or flat.

The choice of plane matters too. The (111) spacing is 0.289 nm, and the same q then corresponds to f = 0.143. The thickness g is unchanged. Growth per cycle is thus better reported as a thickness or as atoms per area; a monolayer fraction needs its plane named.

**Which limit is at work?**

Here πD²s = 6.8, so a site has on average almost seven others within its exclusion distance. Only 1.325/6.0 = 22% of the sites are filled. Doubling s to 12 nm⁻² raises q to 1.50 nm⁻², a gain of 13%. Keeping s at 6.0 nm⁻² but reducing D to 0.40 nm raises q to 2.34 nm⁻², a gain of 77%. The second change divides D² by 2.25, only slightly more than the factor 2 applied to s, so the far larger gain shows that in this case crowding is the stronger restriction.

With very abundant sites and D = 0.60 nm, random adsorption jams at about 1.9 nm⁻², or f = 0.24. This is some 60% of the packing limit: fragments that cannot move leave gaps too small for another fragment. At the opposite end, s = 0.1 nm⁻² gives q = 0.095 nm⁻², so about 95% of the sites are used. Growth is then small because sites are scarce.

The pulse length does not rescue the claim. After one hit per site on average, q is 1.18 nm⁻², or 89% of saturation. After three it is 1.31 nm⁻², and after ten 1.33 nm⁻², equal to the saturated value within sampling noise. The exposure relation was tested by simulating the repeated hits explicitly; the two sides agreed within the 3% allowed for sampling.

**When the claim would hold**

It would be an equal mistake to replace "one monolayer" by "never one monolayer". Place one site at every metal position of the (100) plane. These positions form a square lattice with nearest-neighbour spacing 0.354 nm. Fragments with D = 0.35 nm do not obstruct each other, and the simulation fills every site: f = 1.

With D = 0.36 nm, a filled site blocks its four nearest neighbours. A square lattice of N sites has 2N nearest-neighbour links. Each filled site uses four links, and no link can be used twice, so at most N/2 sites are filled. Random adsorption gives f ≈ 0.36. It stays below one half because half filling needs every link to be used, which is a perfect chequerboard, while random adsorption starts on both of its sublattices and cannot correct the mismatch.

The packing limit for D = 0.36 nm is 8.9 nm⁻², above σ. Passing that test therefore does not secure a monolayer; the arrangement of the sites matters as well.

The model has its own boundaries. The surface is treated as flat, although partial layers need not leave it so; on a rough surface the limits on q per projected area need not hold. The value f = 0.166 belongs to independently scattered sites; the same site density chosen among the metal positions of the (100) plane gives about 0.18. Real ligands are neither round nor rigid. Mobile fragments could pack more densely than the random result, though still within the upper limits for hard discs. Desorption can invalidate the lower bound. Precursor decomposition, or mixing of the two reactants in the gas, can add material without the self-limitation assumed here. A precursor with several metal atoms would deliver more metal per fragment.

**Requested correction**

The thickness after N cycles should be written as Nq/n, with q measured or calculated for the process concerned, and with steady growth stated as an assumption. The inference from "saturated" to "one crystal monolayer" should be removed. A growth per cycle below d is not in itself evidence of a short pulse. The relevant check is to lengthen the pulse. If g rises and then levels off, the original pulse was too short, provided that the purges between pulses are long enough to keep the two reactants from mixing. If g keeps rising over the range tested, saturation has not been shown: slowly reacting sites may still be filling, the last gaps among abundant identical sites may be hit only rarely (in the model q is 1.32, 1.50 and 1.71 nm⁻² after 6, 12 and 50 tried sites per nm², still short of 1.9), or growth may not be self-limiting, for instance because the precursor decomposes. The main values are in the numerical output below.

Values computed for the example and the checks

```
fcc cube edge: 0.50 nm
metal atoms per volume n: 32.0 nm^-3
(100) plane: spacing 0.2500 nm, density 8.000 nm^-2
(111) plane: spacing 0.2887 nm, density 9.238 nm^-2
fragment exclusion distance D: 0.60 nm
reactive-site density s: 6.0 nm^-2
mean neighbours within D, pi D^2 s: 6.786
close-packing limit on q: 3.208 nm^-2
site-only limit on (100) fraction: 0.750
packing limit on (100) fraction: 0.401
site density, lower bound, simulated q, std error, upper bound (nm^-2)
    0.1  0.0946  0.0953  0.0005  0.1000
    1.0  0.5988  0.6307  0.0026  1.0000
    3.0  0.8545  1.0852  0.0019  3.0000
    6.0  0.8832  1.3249  0.0013  3.2075
   12.0  0.8842  1.5026  0.0024  3.2075
   50.0  0.8842  1.7137  0.0021  3.2075
first-hit sites counted at s: 0.884 nm^-2
q with abundant sites (jammed): 1.92 nm^-2
(100) fraction with abundant sites: 0.24
largest circumradius on jammed surface: 0.610 nm
hits per site, q by repeated hits, q by tried sites (nm^-2)
   0.5  0.995  0.991
   1.0  1.178  1.180
   3.0  1.308  1.308
  10.0  1.326  1.322
smaller fragment distance: 0.40 nm
q for smaller fragment: 2.344 nm^-2
(100) fraction for smaller fragment: 0.293
registered-site spacing: 0.3536 nm
registered sites, D = 0.35 nm: fraction 1.000
registered sites, D = 0.36 nm: fraction 0.363
example q: 1.325 nm^-2 (standard error 0.001 nm^-2)
example fraction of (100) monolayer: 0.166
example fraction of (111) monolayer: 0.143
growth per cycle: 0.0414 nm = 0.782 bohr
cycles per (100) layer's worth of atoms: 6.04
```
